# Seniority and Coulomb mixing of the two $^2D$ terms of $d^3$, part 2

In $d^3$ the term $^2D$ occurs twice. Seniority $v$ labels the two states, but Coulomb repulsion mixes them. The task is to find their parentage coefficients and energy matrix, with Mo$^{3+}$ as the example.

All $N$ electrons occupy one shell $nl$ with a common radial function. The operator $a^\dagger_{m\sigma}$ creates an electron with orbital projection $m$ and spin $\sigma$. Phases are those of Condon and Shortley, $l_+|m\rangle=c(m)|m+1\rangle$ with $c(m)=\sqrt{l(l+1)-m(m+1)}$. Level $m$ is the pair of spin-orbitals $(m\uparrow)$ and $(-m\downarrow)$, which are partners.

The pairing operator is $Q=\sum_{i<j}q_{ij}$, where $q_{ij}$ is $2l+1$ times the projector on the state of electrons $i,j$ with total orbital momentum zero. Equivalently $Q=A^\dagger A$, with

$$A^\dagger=\sum_{m=-l}^{l}b^\dagger_m,\qquad b^\dagger_m=(-1)^m a^\dagger_{m\uparrow}a^\dagger_{-m\downarrow}.$$

$A^\dagger$, $A$ and $Q$ commute with $\mathbf L$ and $\mathbf S$, and $[A,A^\dagger]=2l+1-\hat N$, where $\hat N$ is the electron-number operator. The eigenvalues are

$$Q(N,v)=\tfrac14\,(N-v)(4l+4-N-v),$$

so in $d^3$ $Q=4$ for $v=1$ and $Q=0$ for $v=3$. The ten states of seniority 1 are $A^\dagger a^\dagger_{m\sigma}|0\rangle$, each with squared norm 4.

Write $|m_1\,m_2;m_3\rangle=a^\dagger_{m_1\uparrow}a^\dagger_{m_2\uparrow}a^\dagger_{m_3\downarrow}|0\rangle$ with $m_1>m_2$. For $M_L=2$, $M_S=\tfrac12$ the amplitudes $c_1,\dots,c_6$ belong, in order, to

$$|2\,1;-1\rangle,\ |2\,0;0\rangle,\ |2\,{-1};1\rangle,\ |2\,{-2};2\rangle,\ |1\,0;1\rangle,\ |1\,{-1};2\rangle .$$

The $^2D$ states with $v=1$ and $v=3$ are

$$\psi_1=\tfrac12\,(-1,\,1,\,-1,\,1,\,0,\,0),$$

$$\psi_3=\tfrac1{\sqrt{84}}\,(-3,\,3,\,1,\,-5,\,-2\sqrt6,\,4).$$

Here $\psi_1=\tfrac12A^\dagger a^\dagger_{2\uparrow}|0\rangle$. The overall sign of $\psi_3$, $c_6>0$, is a convention that fixes the sign of every $1$–$3$ matrix element. Subscripts 1 and 3 on coefficients and matrix elements refer to these two states.

## Fractional parentage

An antisymmetric state of three electrons can be expanded in antisymmetric states $|P\rangle=|d^2S'L'\rangle$ of electrons 1 and 2, each coupled with the $d$ orbital of electron 3 to the total $S,L$:

$$\psi=\sum_P G_P\,\big|P(1,2),\,d(3);\,SLM_SM_L\big\rangle .$$

The real numbers $G_P$ are the coefficients of fractional parentage. In $d^2$, exchanging the electrons multiplies the orbital state by $(-1)^{L'}$, so even $L'$ goes with the singlet and odd $L'$ with the triplet, and the parents $^1S,{}^3P,{}^1D,{}^3F,{}^1G$ occur once each. For an operator $g_{12}$ that is a scalar in orbit and spin, with value $E_P$ on parent $P$, antisymmetry makes the three pairs contribute equally:

$$\langle\psi_a|\textstyle\sum_{i<j}g_{ij}|\psi_b\rangle=3\sum_PG^{(a)}_PG^{(b)}_P\,E_P .$$

Taking $g=q$, with $E=5$ on $^1S$ and zero otherwise, gives $Q=15\,G_{^1S}^2$, so $G^2_{^1S}=4/15$ for $v=1$ and $0$ for $v=3$. In $d^3$, seniority 3 means having no $^1S$ parent.

The annihilator $a_\beta$ acts on a three-electron function as $\sqrt3$ times the projection of the first electron on spin-orbital $\beta$; moving that electron to third place is a cyclic, even permutation. Hence

$$\langle P,M'_SM'_L|a_\beta|\psi\rangle=\sqrt3\;G_P\;\mathcal C_L\,\mathcal C_S ,$$

with $\mathcal C_L,\mathcal C_S$ the Clebsch–Gordan coefficients of the coupling. One component per parent suffices; take $M'_L=L'$, $M'_S=S'$, so that the removed electron has $m=2-L'$ and spin down for triplets, up for singlets.

The coefficients follow from $L_+$ again. Write $|L=2,M=2\rangle=\sum_{\mu=0}^{L'}C_\mu|L'\mu\rangle|2,2-\mu\rangle$. The component $|L',\mu+1\rangle|2,2-\mu\rangle$ of $L_+$ on it must vanish, so

$$\frac{C^2_{\mu+1}}{C^2_\mu}=\frac{L'(L'+1)-\mu(\mu+1)}{6-(1-\mu)(2-\mu)},$$

with denominators $4,6,6,4$ for $\mu=0,1,2,3$. The relative squares are $(1,\tfrac12)$ for $L'=1$, $(1,\tfrac32,1)$ for $L'=2$, $(1,3,5,5)$ for $L'=3$ and $(1,5,15,35,70)$ for $L'=4$. The last entry over the sum gives $\mathcal C_L^2=\tfrac13,\tfrac27,\tfrac5{14},\tfrac59$, and $\mathcal C_L^2=1$ for $L'=0$. For spin, $S_+$ on $C_0|1\,0\rangle|\!\uparrow\rangle+C_1|1\,1\rangle|\!\downarrow\rangle$ gives $\sqrt2C_0+C_1=0$, so $\mathcal C_S^2=\tfrac23$ for triplets; it is 1 for singlets. The products $(\mathcal C_L\mathcal C_S)^2$ are $1,\tfrac29,\tfrac27,\tfrac5{21},\tfrac59$.

The amplitudes $\alpha_P=\langle P|a_\beta|\psi\rangle$ are these.

For $^1S$ the parent is $A^\dagger|0\rangle/\sqrt5$ and $\beta=2\uparrow$, the leftmost creator, so $\alpha=(-c_1+c_2-c_3+c_4)/\sqrt5$. This is $2/\sqrt5$ for $\psi_1$ and $0$ for $\psi_3$.

For $^3P$ the parent is $(u\,a^\dagger_{2\uparrow}a^\dagger_{-1\uparrow}+w\,a^\dagger_{1\uparrow}a^\dagger_{0\uparrow})|0\rangle$, and $L_+$ requires $\sqrt6u+2w=0$, so $(u,w)=(2,-\sqrt6)/\sqrt{10}$. Removing $1\downarrow$ passes two creators, sign $+$, and $\alpha=(2c_3-\sqrt6c_5)/\sqrt{10}$. This is $-1/\sqrt{10}$ and $(2+12)/\sqrt{840}$.

For $^1D$ the parent has amplitudes $(u,w,y)$ on $a^\dagger_{m\uparrow}a^\dagger_{2-m\downarrow}|0\rangle$ for $m=2,1,0$; $L_+$ requires $\sqrt6u+2w=0$ and $2w+\sqrt6y=0$, so they are $(2,-\sqrt6,2)/\sqrt{14}$. Removing $0\uparrow$ passes one creator, sign $-$, and only $c_2$ and $c_5$ contain it: $\alpha=-(2c_2-\sqrt6c_5)/\sqrt{14}$. This is $-1/\sqrt{14}$ and $-(6+12)/\sqrt{14\cdot84}$.

For $^3F$ the parent is $a^\dagger_{2\uparrow}a^\dagger_{1\uparrow}|0\rangle$, $\beta=-1\downarrow$, and $\alpha=c_1$: $-\tfrac12$ and $-3/\sqrt{84}$.

For $^1G$ the parent is $a^\dagger_{2\uparrow}a^\dagger_{2\downarrow}|0\rangle$, $\beta=-2\uparrow$, and $\alpha=-c_4$: $-\tfrac12$ and $+5/\sqrt{84}$.

Dividing products of amplitudes by $3(\mathcal C_L\mathcal C_S)^2=3,\tfrac23,\tfrac67,\tfrac57,\tfrac53$ gives products of parentage coefficients, in which the arbitrary sign of each parent cancels. For $^3P$, as an instance, $G_1^2=\tfrac1{10}\cdot\tfrac32=\tfrac9{60}$, $G_3^2=\tfrac{196}{840}\cdot\tfrac32=\tfrac{49}{140}$, and $G_1G_3=-\tfrac{14}{\sqrt{8400}}\cdot\tfrac32=-\tfrac{21}{\sqrt{8400}}$.

| parent | $60\,G_1^2$ | $140\,G_3^2$ | $\sqrt{8400}\,G_1G_3$ |
|---|---|---|---|
| $^1S$ | 16 | 0 | 0 |
| $^3P$ | 9 | 49 | $-21$ |
| $^1D$ | 5 | 45 | 15 |
| $^3F$ | 21 | 21 | 21 |
| $^1G$ | 9 | 25 | $-15$ |

The columns sum to 60, 140 and 0, which expresses normalization and orthogonality. Apart from $^1S$, the first column lists the dimensions $(2S'+1)(2L'+1)$ of the parents, and this has a reason. The weight of a parent is $G_P^2=\tfrac13\sum_\beta\|\Pi_Pa_\beta\psi\|^2$ with $\Pi_P$ the projector on the term. For $\psi=\tfrac12A^\dagger a^\dagger_\alpha|0\rangle$ one has $a_\beta A^\dagger a^\dagger_\alpha|0\rangle=\delta_{\alpha\beta}A^\dagger|0\rangle\pm a^\dagger_{\bar\beta}a^\dagger_\alpha|0\rangle$, where $\bar\beta$ is the partner of $\beta$ in its level. The first piece is pure $^1S$. The weight is the same for all ten $\alpha$, so it may be averaged over them; the sum over $\alpha$ and $\bar\beta$ runs twice over all two-electron determinants and gives $2\,\mathrm{Tr}\,\Pi_P$. Thus $G_P^2=\tfrac13\cdot\tfrac14\cdot\tfrac1{10}\cdot2\dim P=\dim P/60$.

## Coulomb energies of the parents

The multipole expansion $1/r_{12}=\sum_k(r_<^k/r_>^{k+1})P_k(\cos\gamma)$ gives $E_P=\sum_kf_k(L')F^k$, where $F^k=\iint u^2(r_1)u^2(r_2)\,r_<^k/r_>^{k+1}\,dr_1dr_2$ for the normalized radial function $u$, and $f_k$ is the eigenvalue of $P_k(\cos\gamma)$ projected on two $d$ orbitals. By the addition theorem $P_k(\cos\gamma)$ is the scalar product of a rank-$k$ tensor of electron 1 with the same tensor of electron 2. Parity and the triangle rule leave $k=0,2,4$, and $f_0=1$.

By the Wigner–Eckart theorem the rank-2 tensor within the shell is proportional to $T_{ab}=\tfrac12(l_al_b+l_bl_a)-\tfrac13\lambda\delta_{ab}$ with $\lambda=l(l+1)=6$. Let $y=\mathbf l_1\cdot\mathbf l_2$. Then $\sum l_{1a}l_{1b}l_{2a}l_{2b}=y^2$, and reversing the order of the second pair adds $\sum l_{1a}l_{1b}[l_{2b},l_{2a}]=\sum i\epsilon_{bac}l_{1a}l_{1b}l_{2c}=+y$, because $\sum\epsilon_{abc}l_al_b=il_c$. The trace terms give $-\tfrac23\lambda^2+\tfrac13\lambda^2$. So $\sum T_{1ab}T_{2ab}=y^2+\tfrac12y-\tfrac13\lambda^2=\tfrac1{12}[3X(X+1)-4\lambda^2]$ with $X=2y=L'(L'+1)-12$. For $L'=0,\dots,4$, $X=-12,-10,-6,0,8$ and the bracket is $252,126,-54,-144,72$, which is 18 times $14,7,-3,-8,4$. The scale comes from $L'=M'=4$, both electrons in $m=2$, where only the zero components of the tensors contribute and $f_2=\langle P_2(\cos\theta)\rangle^2$. With density $\propto(1-x^2)^2$, $\langle x^2\rangle=\tfrac{16}{105}/\tfrac{16}{15}=\tfrac17$ and $\langle P_2\rangle=\tfrac12(\tfrac37-1)=-\tfrac27$. Hence $f_2(4)=4/49$ and

$$49f_2=14,\ 7,\ -3,\ -8,\ 4 .$$

For $f_4$, completeness of the Legendre polynomials gives $\sum_k(2k+1)P_k(\cos\gamma)=4\pi\delta(\hat r_1-\hat r_2)$. Orbital states of odd $L'$ vanish when the directions coincide, so $1+5f_2+9f_4=0$ for them. With $g=441f_4$ this reads $g=-49-5(49f_2)$, giving $g_1=-84$ and $g_3=-9$. For even $L'$ use traces over the 25 orbital states. The one-electron trace of a product of tensors of unequal rank is zero, because the trace is rotationally invariant and unequal ranks cannot couple to a scalar. The rank-4 scalar product therefore has zero trace against $1$, against $X$ and against the rank-2 product. Weighting each $L'$ by $2L'+1$ and moving the known terms to the right,

$$g_0+5g_2+9g_4=315,\qquad-12g_0-30g_2+72g_4=-2520,\qquad14g_0-15g_2+36g_4=1260 .$$

Dividing the second by $-12$ and subtracting it from the first gives $g_2=42-6g_4$; the first then gives $g_0=105+21g_4$; the third becomes $840+420g_4=1260$. So $g_4=1$, $g_2=36$, $g_0=126$.

Racah's parameters are $A=F^0-49F^4/441$, $B=F^2/49-5F^4/441$, $C=35F^4/441$. (From here on $A$ without a dagger, multiplied by numbers, is this energy.) Substituting $F^0=A+49C/35$, $F^2/49=B+5C/35$, $F^4/441=C/35$ makes the coefficient of $B$ equal to $49f_2$ and that of $C$ equal to $[49+5(49f_2)+g]/35$, that is $245/35,\ 0,\ 70/35,\ 0,\ 70/35$:

$$^1S:\ A+14B+7C,\quad{}^3P:\ A+7B,\quad{}^1D:\ A-3B+2C,\quad{}^3F:\ A-8B,\quad{}^1G:\ A+4B+2C .$$

## The $^2D$ block

The coefficients of $C$ are 2 for every singlet pair plus 5 for $^1S$, that is $q_{12}+2(\tfrac14-\mathbf s_1\cdot\mathbf s_2)$. Using $\sum_{i<j}\mathbf s_i\cdot\mathbf s_j=\tfrac12S^2-\tfrac38N$, the sum over pairs of the second part is $\tfrac14N(N-1)-S^2+\tfrac34N$, so in any $d^N$ the operator multiplying $C$ is

$$H_C=Q+\tfrac14N(N+2)-S^2 .$$

The operator multiplying $A$ is the number of pairs. Both commute with $Q$, so only $B$ can mix seniorities. For doublets of $d^3$, $H_C=Q+\tfrac{15}4-\tfrac34=Q+3$: 7 for $v=1$ and 3 for $v=3$. The parentage sums confirm this, $3(16\cdot7+5\cdot2+9\cdot2)/60=7$, $3(45\cdot2+25\cdot2)/140=3$ and $3(15\cdot2-15\cdot2)=0$. For $B$ they give

$$\tfrac3{60}(224+63-15-168+36)=7,\qquad\tfrac3{140}(343-135-168+100)=3,$$

$$\tfrac{3}{\sqrt{8400}}(-147-45-168-60)=-\frac{1260}{20\sqrt{21}}=-3\sqrt{21}=-13.7477 .$$

So $H_{11}=3A+7B+7C$, $H_{33}=3A+3B+3C$, $H_{13}=-3\sqrt{21}B$. The mean of the diagonal is $3A+5B+5C$ and half its difference is $\delta=2B+2C$. For the trial state $\sin\theta\,\psi_1+\cos\theta\,\psi_3$ the energy is the mean minus $\delta\cos2\theta$ minus $|H_{13}|\sin2\theta$, which is lowest at

$$\tan2\theta=\frac{3\sqrt{21}\,B}{2B+2C}=\frac{3\sqrt{21}}{2(1+C/B)} .$$

The eigenvalues are the mean $\pm\sqrt{\delta^2+H_{13}^2}$, and $4B^2+8BC+4C^2+189B^2$ collects to

$$E_\pm=3A+5B+5C\pm\sqrt{193B^2+8BC+4C^2}.$$

The lower term has weight $\sin^2\theta$ of seniority 1 and $\langle Q\rangle=4\sin^2\theta$. The mixing depends on $C/B$ alone. It vanishes as $C/B\to\infty$, where the Hamiltonian inside the block becomes a function of $Q$. For $B>0$, $C\ge0$ it is largest at $C=0$, where $\cos2\theta=2/\sqrt{193}$ is still positive, so the weight stays below one half and each term can be named after its dominant seniority. The expansion of the root in powers of $H_{13}^2/\delta^2$ converges only for $\tan2\theta\le1$, that is for $1+C/B\ge\tfrac32\sqrt{21}$; below that ratio, perturbation theory in the mixing diverges and the block must be diagonalized.

The reference level is $^4F$. In a quartet of three electrons every pair is a triplet, so the parents are $^3P$ and $^3F$ with weights $w$ and $1-w$. The identity $\sum_{i<j}(\mathbf l_i+\mathbf l_j)^2=L^2+(N-2)\sum_il_i^2=12+18$ makes the mean of $L'(L'+1)$ equal to 10, so $2w+12(1-w)=10$, $w=\tfrac15$, and $E(^4F)=3A+3(\tfrac75-\tfrac{32}5)B=3A-15B$.

Spin–orbit coupling, left out here, breaks the scheme further. The part $l_zs_z$ of the one-body operator gives $[\sum_il_{iz}s_{iz},b^\dagger_m]=m\,b^\dagger_m$, since both electrons of level $m$ have $m_lm_s=m/2$, and the spin-flip parts produce pairs of parallel spin that cannot cancel this. The operator therefore does not commute with $A^\dagger$, and already in $l^2$ with $l>0$ it connects the $v=0$ state to states orthogonal to it, which have $v=2$. Interaction with other configurations lies outside the definition of $Q$ altogether.

## Mo$^{3+}$, $4d^3$

The $4d$ radial function comes from a nonrelativistic, all-electron, spherically averaged, spin-restricted Kohn–Sham calculation with Dirac–Slater exchange and no correlation, in an even-tempered Gaussian basis. It gives a total energy of $-3967.421$ hartree, a virial ratio $-V/T=2.000000$, a $4d$ eigenvalue of $-1.1764$ hartree and $\langle r\rangle=1.6083$ bohr. The Slater integrals are $F^0=123424.6$, $F^2=62276.6$, $F^4=40798.8$ cm$^{-1}$. The decimal is carried so that the arithmetic can be followed. The model uses unscreened integrals in one configuration without spin–orbit coupling, it is not a fit to a spectrum, and its final energies are quoted to three figures.

With $F^4/441=92.514$ and $F^2/49=1270.95$,

$$B=1270.95-5(92.514)=808.4,\qquad C=35(92.514)=3238.0,\qquad A=123424.6-49(92.514)=118891.4$$

in cm$^{-1}$, and $C/B=4.006$. Measured from $3A$, and computed from the unrounded parameters, $H_{11}=7(B+C)=28324.7$, $H_{33}=3(B+C)=12139.1$, $H_{13}=-13.7477\,B=-11113.4$ and $E(^4F)=-15B=-12125.7$ cm$^{-1}$. The mean is $5B+5C=20231.9$, the half-difference is $\delta=8092.8$, and

$$\sqrt{8092.8^2+11113.4^2}=13747.7\ \text{cm}^{-1}.$$

That these digits repeat those of $3\sqrt{21}=13.7477$ is an accident of this radial function: the root scales with the Slater integrals and with the energy unit, while $3\sqrt{21}$ is a pure number.

Above $^4F$, the lower $^2D$ lies at $20231.9-13747.7+12125.7=18609.9$, about $1.86\times10^4$ cm$^{-1}$ or 2.31 eV, and the upper at $20231.9+13747.7+12125.7=46105.3$, about $4.61\times10^4$ cm$^{-1}$ or 5.72 eV. The pure seniority states would lie at $12139.1+12125.7=24264.8$ ($v=3$) and $28324.7+12125.7=40450.4$ cm$^{-1}$ ($v=1$). Mixing moves each by $5655$ cm$^{-1}$. Relative to the diagonalized excitation energy of the lower term this is $5655.0/18609.9=30\%$, and the unmixed splitting of $16185.5$ cm$^{-1}$ falls short of the diagonalized $27495.4$ cm$^{-1}$ by 41% of the latter.

The angle follows from $\tan2\theta=11113.4/8092.8=1.3732$, so $\theta=26.97^\circ$. The lower term has weight $\tfrac12(1-8092.8/13747.7)=0.2057$ of seniority 1 and $0.7943$ of seniority 3, with $\langle Q\rangle=0.8227$; the upper has $\langle Q\rangle=3.1773$, and the two add to 4, the trace of $Q$ in the block. Since $\tan2\theta$ exceeds 1, the perturbation series in $H_{13}$ diverges for these parameters. In this model the names $v=3$ and $v=1$ identify the lower and upper terms by a 79 to 21 majority, and the energies require the full block.

The numerical check, with its output, checks $Q=A^\dagger A$ in $d^3$ against the first-quantized definition, the commutators and the spectra for $l\le3$, the states, parentage coefficients and matrix elements above, and the whole $M_S=\tfrac12$ spectrum against a full configuration-interaction matrix built from analytic integrals over the same $4d$ shell. The two spectra differ by at most $1.7\times10^{-10}$ hartree, which confirms the angular algebra and the radial quadrature but says nothing about how well the model describes the real ion.

## Values computed for the example and the checks

```
d^2 Q eigenvalue x count: 0 x 44, 5 x 1
d^3 Q eigenvalue x count: 0 x 110, 4 x 10
d^4 Q eigenvalue x count: 0 x 165, 3 x 44, 8 x 1
d^5 Q eigenvalue x count: 0 x 132, 2 x 110, 6 x 10
f^3 Q eigenvalue x count: 0 x 350, 6 x 14
Q in the 2D pair (v=3, v=1): 0.0000 4.0000
norm^2 of Adag|0>, Adag a+(2 up)|0>: 5.0000 4.0000
determinants (up,up,down): [(2, 1, -1), (2, 0, 0), (2, -1, 1), (2, -2, 2), (1, 0, 1), (1, -1, 2)]
2*psi1: -1.0000 1.0000 -1.0000 1.0000 0.0000 0.0000
sqrt(84)*psi3: -3.0000 3.0000 1.0000 -5.0000 -4.8990 4.0000
parent order: ['1S', '3P', '1D', '3F', '1G']
(CG_L*CG_S)^2: 1.00000 0.22222 0.28571 0.23810 0.55556
|<parent|a|psi1>|^2: 0.80000 0.10000 0.07143 0.25000 0.25000
|<parent|a|psi3>|^2: 0.00000 0.23333 0.27551 0.10714 0.29762
60*cfp1^2: 16.000 9.000 5.000 21.000 9.000
140*cfp3^2: 0.000 49.000 45.000 21.000 25.000
sqrt(8400)*cfp1*cfp3: 0.000 -21.000 15.000 21.000 -15.000
d2 49*coef of F2: 14.000 7.000 -3.000 -8.000 4.000
d2 441*coef of F4: 126.000 -84.000 36.000 -9.000 1.000
d2 coef of B: 14.000 7.000 -3.000 -8.000 4.000
d2 coef of C: 7.000 0.000 2.000 0.000 2.000
2D matrix, coef of A (11,33,13): 3.0000 3.0000 0.0000
2D matrix, coef of B (11,33,13): 7.0000 3.0000 -13.7477
2D matrix, coef of C (11,33,13): 7.0000 3.0000 0.0000
4F coef of A,B,C: 3.000 -15.000 0.000
Mo3+ total energy -3967.421 Eh, virial -V/T 2.000000
4d eigenvalue -1.1764 Eh, <r> 1.6083 bohr
1 Eh = 219474.63 cm^-1 = 27.21139 eV
F0, F2, F4 (cm^-1): 123424.6 62276.6 40798.8
A, B, C (cm^-1): 118891.4 808.4 3238.0 ; C/B 4.006
E(4F)-3A = -12125.7 cm^-1
H11-3A, H33-3A, H13 (cm^-1): 28324.7 12139.1 -11113.4
5B+5C, 2B+2C, root (cm^-1): 20231.9 8092.8 13747.7
unmixed v=3, v=1 above 4F (cm^-1): 24264.8 40450.4
lower 2D above 4F: 18609.9 cm^-1 = 2.307 eV
upper 2D above 4F: 46105.3 cm^-1 = 5.716 eV
splitting mixed 27495.4, unmixed 16185.5 cm^-1
shift by mixing 5655.0 cm^-1
tan 2theta 1.3732, theta 26.97 deg
lower 2D weights v=1 0.2057, v=3 0.7943
<Q> lower 0.8227, upper 3.1773
max |FCI - Gaunt spectrum| 1.7e-10 Eh
```
